\section*{Dipole photoionisation of a hydrogen-like 1s state and continuum normalisation}

\section{Problem}

An electron is bound in the $1s$ state of a fixed point nucleus of charge $Z$. Spin and relativity are neglected and Hartree atomic units are used, so that $c=1/\alpha$. A weak field $\mathcal{E}_0\cos\omega t$ along $z$, with $\omega>\omega_0=Z^2/2$, ionises the atom to a $p$ wave of energy $E=k^2/2=\omega-\omega_0$.

(a) Estimate the cross section by scaling. (b) Find the factors that normalise the $p$ wave to $\delta(k-k')$, $\delta(E-E')$, $\delta^3(\mathbf{k}-\mathbf{k}')$, and to unity in a sphere of radius $R$ with a hard wall, and the density of states that belongs to each. (c) Evaluate the $1s\to p$ dipole integral exactly. (d) Decide whether, and under what conditions, the first-order dipole rate is the same in all four descriptions, and evaluate it for hydrogen at $k=1.5$, $\mathcal{E}_0=0.001$.

Radial functions are $u(r)$, equal to $r$ times the radial factor of the wave function, with $u_{1s}=2Z^{3/2}re^{-Zr}$, and $D=\int u_{1s}\,r\,u\,dr$.

\section{From matrix elements to a rate}

A pulse is treated first, because it is defined for discrete and continuous spectra alike. The coupling is $\mathcal{E}(t)z$ with $\mathcal{E}(t)=\mathcal{E}_0e^{-t^2/2\tau^2}\cos\omega t$. For unit-normalised final states $n$, with $\omega_n=E_n+\omega_0$, first order gives
\begin{equation}
c_n=-iz_n\int\mathcal{E}(t)e^{i\omega_nt}dt
=-iz_n\frac{\mathcal{E}_0}{2}\sqrt{2\pi}\,\tau\,e^{-\tau^2(\omega_n-\omega)^2/2},
\end{equation}
where the term with $\omega_n+\omega$ is dropped for $\omega\tau\gg1$. Since $\cos\theta=\sqrt{4\pi/3}\,Y_{10}$ and $Y_{00}=1/\sqrt{4\pi}$, only $l=1$, $m=0$ is reached and $z_n=D_n/\sqrt3$. Let $g$ be the unit-area Gaussian of width $s=1/(\sqrt2\,\tau)$ centred at $E$. Then $e^{-\tau^2(\omega_n-\omega)^2}=s\sqrt{2\pi}\,g(E_n)=(\sqrt\pi/\tau)\,g(E_n)$ and
\begin{equation}
P=\sum_n|c_n|^2=\frac{\pi\mathcal{E}_0^2}{6}\,\tau\sqrt\pi\sum_nD_n^2\,g(E_n).
\label{P}
\end{equation}
The factor $\tau\sqrt\pi$ is the time integral of the squared envelope, the effective duration. For states normalised to $\delta(E-E')$ the resolution of unity is $\int dE'\,|u_{E'}\rangle\langle u_{E'}|$, so the sum becomes $\int D_{E'}^2\,g\,dE'$, which tends to $D_E^2$ as $s\to0$. Division by the duration, and then by the cycle-averaged photon flux $c\mathcal{E}_0^2/(8\pi\omega)$, gives
\begin{equation}
W=\frac{\pi\mathcal{E}_0^2}{6}D_E^2,\qquad
\sigma=\frac{8\pi\omega W}{c\,\mathcal{E}_0^2}=\frac{4\pi^2\alpha\omega}{3}D_E^2 .
\label{W}
\end{equation}
This requires $P\ll1$ and the dipole form of the coupling, for which a wavelength large against the atom, $\alpha\omega/Z\ll1$, is sufficient.

\section{Estimate by scaling}

Lengths scale as $1/Z$ and energies as $Z^2$. The quantity $D_E^2$ is a squared length per energy, so $D_E^2=Z^{-4}f(\omega/\omega_0)$.

For the fall at large $k$, replace the final state by the free wave $kr\,j_1(kr)$, whose amplitude is unity. From $\int re^{-\lambda r}\sin kr\,dr=\mathrm{Im}(\lambda-ik)^{-2}=2\lambda k/(\lambda^2+k^2)^2$ follows $\int r^2e^{-\lambda r}j_0(kr)\,dr=2\lambda/(\lambda^2+k^2)^2$, and $rj_1(kr)=-\partial_kj_0(kr)$ gives
\begin{equation}
I_0=2Z^{3/2}k\int r^3e^{-Zr}j_1(kr)\,dr=\frac{16Z^{5/2}k^2}{(Z^2+k^2)^3}.
\label{I0}
\end{equation}
This falls as $k^{-4}$. A free wave in a sphere has squared norm near $R/2$ and levels at $kR\approx n\pi$, hence $dn/dE\approx R/\pi k$, and the product $(2/R)(R/\pi k)I_0^2$ falls as $k^{-9}\sim\omega^{-9/2}$. The guess is $f=B(\omega_0/\omega)^{9/2}$ for all $\omega>\omega_0$.

Completeness of the $p$ states fixes the total strength, $\sum_{\rm bound}D^2+\int D_E^2\,dE=\langle r^2\rangle=4Z^3\cdot24/(2Z)^5=3/Z^2$. If all of it is assigned to the continuum, $BZ^{-4}\,\omega_0/(7/2)=3/Z^2$ and $B=21$. For hydrogen at $\omega=1.625$ one has $(0.5/1.625)^{9/2}=0.0050$, so $D_E^2\approx0.10$ and, with $\alpha\approx1/137$, $\sigma\approx0.156\times0.10\approx0.016\,a_0^2$. The same reasoning suggests that box elements scale as $D_n^2\approx\pi kD_E^2/R$.

\section{Exact solution}

\subsection{The regular Coulomb function}

With $\rho=kr$ and $\nu=Z/k$ the $l=1$ equation is $u_{\rho\rho}+(1+2\nu/\rho-2/\rho^2)u=0$. Put $u=\rho^2e^{-i\rho}w$. Then $u_{\rho\rho}=e^{-i\rho}[\rho^2w''+(4\rho-2i\rho^2)w'+(2-4i\rho-\rho^2)w]$, and the equation becomes $\rho w''+(4-2i\rho)w'+(2\nu-4i)w=0$. In the variable $x=2i\rho$, after division by $2i$, it is Kummer's equation $xw_{xx}+(4-x)w_x-aw=0$ with $a=2+i\nu$. The regular solution is $F=C_1\rho^2e^{-i\rho}M(a,4,2i\rho)$. Expanding $e^{xt}$ and integrating each term with the beta function reproduces the Kummer series, so
\begin{equation}
M(a,4,x)=\frac{6}{|\Gamma(a)|^2}\int_0^1e^{xt}\,t^{a-1}(1-t)^{3-a}dt ,
\label{Euler}
\end{equation}
where $4-a=a^*$ was used. The change $t\to1-t$ turns $e^{i\rho(2t-1)}t^{1+i\nu}(1-t)^{1-i\nu}$ into its complex conjugate, so $F$ is real for real $C_1$ and the two end points contribute conjugate terms at large $\rho$. Near $t=0$ the contour is turned to $t=iy/2\rho$, which gives $e^{-i\rho}\Gamma(a)(-2i\rho)^{-a}$ up to a relative $O(1/\rho)$, with $(-2i\rho)^{-a}=(2\rho)^{-a}e^{i\pi a/2}=-(2\rho)^{-2}e^{-i\nu\ln2\rho}e^{-\pi\nu/2}$. Adding the conjugate,
\begin{equation}
F\to-\frac{3C_1e^{-\pi\nu/2}}{|\Gamma(a)|}\cos(\rho+\nu\ln2\rho+\sigma_1),\qquad\sigma_1=\arg\Gamma(2-i\nu).
\end{equation}
Unit amplitude, $F\to\sin\theta_k$ with $\theta_k=kr+\nu\ln2kr-\pi/2+\sigma_1$, requires $C_1=e^{\pi\nu/2}|\Gamma(2+i\nu)|/3$. With $\Gamma(2+i\nu)=(1+i\nu)\Gamma(1+i\nu)$ and the reflection formula $|\Gamma(1+i\nu)|^2=\pi\nu/\sinh\pi\nu$,
\begin{equation}
C_1^2=\frac{1+\nu^2}{9}\,\frac{2\pi\nu}{1-e^{-2\pi\nu}} .
\label{C1}
\end{equation}

\subsection{Delta-function normalisations}

A prime on a function now means $\partial_r$. The functions $F_k$ and $F_{k'}$ obey $F''=(U-k^2)F$ with the same $U=2/r^2-2Z/r$, so $(F_kF_{k'}'-F_{k'}F_k')'=(k^2-k'^2)F_kF_{k'}$. The bracket vanishes at the origin, hence
\begin{equation}
\int_0^RF_kF_{k'}dr=\frac{[F_kF_{k'}'-F_{k'}F_k']_R}{k^2-k'^2}
\to\frac{\sin(\theta_k-\theta_{k'})}{2(k-k')}-\frac{\sin(\theta_k+\theta_{k'})}{2(k+k')},
\label{Wr}
\end{equation}
where $F'\to k\cos\theta_k$ and $2\sin\theta\cos\theta'=\sin(\theta+\theta')+\sin(\theta-\theta')$ were used. The neglected terms have the same form with an extra factor $1/R$. Integrated against a smooth function of $k'$, the second term oscillates away as $R\to\infty$. In the first, set $L=\partial_k\theta_k=R+O(\ln R)$ and $y=(\theta_k-\theta_{k'})/L$. Then $y/(k-k')$ is smooth and equals unity at $k'=k$, and $\sin(Ly)/y\to\pi\delta(y)$. Therefore $\int_0^\infty F_kF_{k'}dr=(\pi/2)\delta(k-k')$; the logarithmic phase changes $L$ but not the weight. Since $dE=k\,dk$, $\delta(E-E')=\delta(k-k')/k$. With $I=\int u_{1s}rF\,dr$,
\begin{equation}
u_k=\sqrt{\frac2\pi}F,\quad u_E=\sqrt{\frac{2}{\pi k}}F,\quad
D_k^2=\frac{2I^2}{\pi},\quad D_E^2=\frac{2I^2}{\pi k}.
\end{equation}
For $u_k$ the sum in (\ref{P}) is $\int dk'\,D_{k'}^2g=\int dE'\,(D_{k'}^2/k')\,g$. The density is $dk/dE=1/k$, and $D_k^2/k=D_E^2$.

The delta functions are tested by wave packets: $w(r)=\int h(k)u_k\,dk$ must have $\int w^2dr=\int h^2dk$, and likewise in $E$. Both ratios come out as 1, asserted within $10^{-6}$. If $u_k=\sqrt k\,u_E$ is put into the energy packet, the norm becomes $\int h^2k\,dE$, and for a narrow packet at $E=1$ the ratio is near $\sqrt2$; the printed value is 1.4133.

The argument above holds for every $l$, with $F_l$ of unit amplitude. The state
\begin{equation}
\psi^-_{\mathbf k}=\frac{4\pi}{(2\pi)^{3/2}}\sum_{lm}i^le^{-i\sigma_l}\frac{F_l}{kr}\,Y_{lm}^*(\hat{\mathbf k})Y_{lm}(\hat{\mathbf r})
\end{equation}
then has the overlap $\frac{16\pi^2}{8\pi^3}\frac{\pi}{2k^2}\delta(k-k')\,\delta(\hat{\mathbf k}-\hat{\mathbf k}')=\delta^3(\mathbf k-\mathbf k')$, by orthonormality of the harmonics in $\hat{\mathbf r}$ and their completeness in $\hat{\mathbf k}$. The phases $\sigma_l$ select the incoming-wave boundary condition and drop out here, because one partial wave contributes. With $\vartheta$ the angle between $\mathbf k$ and $z$, and $Y_{10}^2=3\cos^2\vartheta/4\pi$,
\begin{equation}
|\mathcal M|^2=|\langle\psi^-_{\mathbf k}|z|1s\rangle|^2=\frac{16\pi^2}{8\pi^3}\,\frac{3\cos^2\vartheta}{4\pi}\,\frac{I^2}{3k^2}=\frac{I^2\cos^2\vartheta}{2\pi^2k^2}.
\end{equation}
Because $d^3k=k\,dE\,d\Omega$ and $\int\cos^2\vartheta\,d\Omega=4\pi/3$, the quantity replacing $z_n^2$ per unit energy is $2I^2/(3\pi k)=D_E^2/3$.

\subsection{The hard-wall sphere}

Differentiate $-\frac12F''+\frac12UF=EF$ with respect to $E$ and write $\dot F=\partial_EF$, which gives $-\frac12\dot F''+\frac12U\dot F=E\dot F+F$. Multiplying this by $F$, the original by $\dot F$, and subtracting gives $F^2=\frac12(\dot FF'-F\dot F')'$. Both functions vanish as $r^2$, so
\begin{equation}
\int_0^RF^2dr=\tfrac12\big[\dot FF'-F\dot F'\big]_R .
\end{equation}
Let $G$ be the solution tending to $\cos\theta_k$. The constant Wronskian, evaluated at infinity, is $F_\rho G-FG_\rho=1$. Write $F=A\sin\phi$, $G=A\cos\phi$; the Wronskian becomes $A^2\phi_\rho=1$, that is $A^2\phi'=k$. At the origin $G\approx1/(3C_1\rho)$, so $\phi$ rises monotonically from zero, and the level whose $n$th node lies at the wall obeys $\phi(k_n,R)=n\pi$. There $\sin\phi=0$, $F'=A\cos\phi\,\phi'$ and $\dot F=A\cos\phi\,\dot\phi$, so that, with $\phi_k=\partial_k\phi=k\dot\phi$,
\begin{equation}
\int_0^RF^2dr=\tfrac12A^2\phi'\dot\phi=\tfrac12\phi_k,\qquad
\frac{dn}{dE}=\frac{\phi_k}{\pi k}.
\label{box}
\end{equation}
The density is the derivative of the smooth counting function $n(k)=\phi/\pi$. The box element is $D_n^2=I^2/(\phi_k/2)$, up to terms of order a power of $R$ times $e^{-ZR}$ from the tail of the $1s$ state, and
\begin{equation}
D_n^2\,\frac{dn}{dE}=\frac{2I^2}{\phi_k}\,\frac{\phi_k}{\pi k}=D_E^2 .
\label{prod}
\end{equation}
No large-$R$ expansion of $F$ enters this cancellation.

The separate factors do need one. Inserting $F=A\sin\phi$ in the radial equation, the $\cos\phi$ terms $2A_\rho\phi_\rho+A\phi_{\rho\rho}$ cancel because $A^2\phi_\rho$ is constant, leaving $\phi_\rho^2=1+2\nu/\rho-2/\rho^2+A_{\rho\rho}/A$. Since $A=\phi_\rho^{-1/2}\approx1-\nu/2\rho$, the last term is $O(\rho^{-3})$, and the square root gives $\phi_\rho=1+\nu/\rho-(2+\nu^2)/2\rho^2+O(\rho^{-3})$, or $\phi=\theta_k+(2+\nu^2)/2\rho+O(\rho^{-2})$. Use $\partial_k[(Z/k)\ln2kR]=-(Z/k^2)(\ln2kR-1)$ and $d\sigma_1/dk=(-\mathrm{Re}\,\psi)(-Z/k^2)$, with $\psi$ the digamma function at $2\mp i\nu$ (the real parts are equal). Then
\begin{equation}
\phi_k=R-\frac{Z}{k^2}\big[\ln2kR-1-\mathrm{Re}\,\psi(2+i\nu)\big]-\frac1R\Big(\frac1{k^2}+\frac{3Z^2}{2k^4}\Big)+O(R^{-2}).
\label{asym}
\end{equation}
The free values $2/R$ for the squared normalisation constant and $R/\pi$ for $dn/dk$ are each wrong by a relative $O(\ln R/R)$, while their product $2/\pi$ is right. Pairing the true $D_n^2$ with $R/\pi k$ makes a relative error $R/\phi_k-1$.

The density can also be read from the levels as $2/(k_{n+1}-k_{n-1})$. The Taylor series $k(n+1)-k(n-1)=2k_{,n}+k_{,nnn}/3$, with $k_{,n}=\pi/\phi_k$, $k_{,nn}=-\pi^2\phi_{kk}/\phi_k^3$ and $k_{,nnn}=-\pi^3\phi_{kkk}/\phi_k^4+3\pi^3\phi_{kk}^2/\phi_k^5$, gives a leading relative error of size $\pi^2|\phi_{kkk}|/6\phi_k^3=O(\ln R/R^3)$, since (\ref{asym}) makes $\phi_{kkk}=O(\ln R)$.

Equation (\ref{prod}) does not yet make the box sum in (\ref{P}) a rate. Extend $D_n^2$ to continuous $n$ as $2I^2/\phi_k$ and assume $g$ negligible at threshold. Poisson summation, $\sum_nH(n)=\sum_m\int H(n)e^{2\pi imn}dn$, with (\ref{prod}) gives
\begin{equation}
\sum_nD_n^2g(E_n)=\sum_{m=-\infty}^\infty\int D_{E'}^2\,g(E')\,e^{2im\phi}\,dE' .
\end{equation}
The term $m=0$ is the continuum result. For the others, take $D_{E'}^2$ constant and $\phi\approx\phi_0+\pi\varrho\,(E'-E)$ across the line, with $\varrho=dn/dE$. The Fourier transform of the Gaussian yields
\begin{equation}
\sum_nD_n^2g(E_n)\approx D_E^2\Big[1+2\sum_{m\ge1}q^{m^2}\cos2m\phi_0\Big],\qquad q=e^{-2\pi^2\varrho^2s^2}.
\label{theta}
\end{equation}
The box reproduces the continuum when $q\ll1$, that is when the bandwidth is comparable to or larger than the spacing $1/\varrho$. The factor $q^{m^2}$ is the overlap of the pulse envelope with a copy of itself delayed by $2\pi m\varrho\approx2mR/k$, relative to the overlap at zero delay; this delay is the duration of $m$ round trips to the wall. A pulse long enough for the electron to return sees discrete levels, and no rate exists. The order of limits is $R\to\infty$ first and $s\to0$ second.

\subsection{The dipole integral}

Define $J(\lambda)=\int_0^\infty r^3e^{-\kappa r}M(a,4,2ikr)\,dr$ with $\kappa=\lambda+ik$, so that $I=2Z^{3/2}C_1k^2\,(-\partial_\lambda J)_{\lambda=Z}$. Insert (\ref{Euler}). The $r$ integral converges absolutely for $\lambda>0$ and equals $6(\kappa-2ikt)^{-4}$. Put $t=y/(1+y)$; then $dt=dy/(1+y)^2$ and $\kappa-2ikt=(\kappa+\kappa^*y)/(1+y)$, because $\kappa-2ik=\kappa^*$. The powers of $1+y$ add to $-(a-1)-(3-a)-2+4=0$, so
\begin{equation}
J=\frac{36}{|\Gamma(a)|^2}\int_0^\infty\frac{y^{a-1}dy}{(\kappa+\kappa^*y)^4}
=\frac{36}{|\Gamma(a)|^2}\,\kappa^{a-4}(\kappa^*)^{-a}\int\frac{v^{a-1}dv}{(1+v)^4}.
\end{equation}
Here $v=\kappa^*y/\kappa$ runs along the ray of argument $-2\beta$, $\beta=\arctan(k/\lambda)<\pi/2$, which is turned to the positive axis without crossing $v=-1$. The integral is $\Gamma(a)\Gamma(4-a)/6$. With $\kappa=|\kappa|e^{i\beta}$, $\kappa^{-2+i\nu}(\kappa^*)^{-2-i\nu}=|\kappa|^{-4}e^{i\nu\cdot2i\beta}$, and
\begin{equation}
J=\frac{6\,e^{-2\nu\beta}}{(\lambda^2+k^2)^2},\qquad
-\partial_\lambda J=\frac{6\,(4\lambda-2\nu k)\,e^{-2\nu\beta}}{(\lambda^2+k^2)^3},
\label{J}
\end{equation}
using $\partial_\lambda\beta=-k/(\lambda^2+k^2)$. At $\lambda=Z=\nu k$ the bracket is $2Z$, so
\begin{equation}
I=\frac{24Z^{5/2}C_1k^2}{(Z^2+k^2)^3}\,e^{-2\nu\arctan(1/\nu)} .
\end{equation}
Squaring, and using $1+\nu^2=(Z^2+k^2)/k^2$ in (\ref{C1}), gives $I^2=64Z^5k^2\cdot2\pi\nu\,e^{-4\nu\arctan(1/\nu)}/[(1-e^{-2\pi\nu})(Z^2+k^2)^5]$. Multiplication by $2/\pi k$ gives
\begin{equation}
D_E^2=\frac{256\,Z^6}{(Z^2+k^2)^5}\,\frac{e^{-4\nu\arctan(1/\nu)}}{1-e^{-2\pi\nu}} .
\label{DE}
\end{equation}

At threshold $\nu\arctan(1/\nu)\to1$ and $D_E^2\to256e^{-4}/Z^4$. This is finite, whereas $D_k^2=kD_E^2$ vanishes: a matrix element without its density misrepresents the threshold. The finite limit has its own wave function. For $u=xJ_3(x)$ with $x=\sqrt{8Zr}$, $\partial_r=(4Z/x)\partial_x$ turns $u''+(2Z/r-2/r^2)u$ into $(16Z^2/x)[J_3''+J_3'/x+(1-9/x^2)J_3]=0$. From $A^2\phi'=k$, $u_E=\sqrt{2/\pi\phi'}\sin\phi$, with $\phi'\to\sqrt{2Z/r}$ at $k=0$ and large $r$. The Bessel amplitude $\sqrt{2/\pi x}$ matches this for $u_E=\sqrt{2r}\,J_3(\sqrt{8Zr})$.

\subsection{Hydrogen at $k=1.5$}

Here $\nu=0.66667$, $E=1.125$, $\omega=1.625$ (44.2 eV), $C_1=0.826212$ and $e^{-2\nu\arctan(1/\nu)}=0.269714$. Extra digits are kept only to compare the routes within the model. Then
\begin{align}
I&=24\times0.826212\times2.25\times0.269714/3.25^3=0.350542,\\
D_k^2&=(2/\pi)\,I^2=0.0782274,\qquad D_k^2/1.5=0.0521516=D_E^2,\\
4\pi k\,|\mathcal M|^2_{\vartheta=0}&=6\pi\times0.00276673=0.0521516 .
\end{align}
The printed $D_k^2$ comes from direct integration of the radial equation scaled by its asymptotic amplitude, without $C_1$; agreement with the closed forms is asserted within a few $10^{-6}$ for four pairs $(Z,k)$ with $Z=1,2$. The printed $|\mathcal M|^2$ comes from quadrature of the parabolic-coordinate solution $\propto e^{ikz}M(-i\nu,1,-ik(r+z))$, which the derivation above does not use.

Two spheres have their walls at nodes of $F$, so that $k=1.5$ is a level in both (numbers 30 and 58); $D_n$ comes from diagonalising the Hamiltonian. For $R=61.750$: $\int F^2dr=30.0434=\phi_k/2$ with $\phi_k=60.0867$, $D_n^2=0.00409007$, $dn/dE=60.0867/1.5\pi=12.7508$, product $0.0521516$. For $R=120.102$: $D_n^2=0.00208008$, $dn/dE=25.0719$, product $0.0521516$. Every route gives $W=(\pi/6)\times10^{-6}\times0.0521516=2.7307\times10^{-8}$, or $1.13\times10^9\,\mathrm{s^{-1}}$ at $3.51\times10^{10}\,\mathrm{W/cm^2}$, and $\sigma=0.00814\,a_0^2=0.228$ Mb.

The mixed pairing overestimates $D_E^2$ by $61.750/60.0867-1=2.8\%$ and, in the larger sphere, by $1.7\%$. Equation (\ref{asym}) without its $1/R$ term gives $60.0987$ in the small sphere, high by $0.0119$; the omitted term is $(0.444+0.296)/61.75=0.0120$. The density from level spacings deviates from $\phi_k/\pi$ by relative $2.6\times10^{-5}$ and $4.2\times10^{-6}$, a ratio of 6.3, below the pure cube $(118.15/60.09)^3=7.6$ in the direction expected from the growing logarithm in $\phi_{kkk}$.

For $s=0.1$ in the small sphere, $\varrho s=1.275$ and the linearised estimate is $q\approx e^{-32}$; the curvature of $\phi$ across so wide a line raises the $m=1$ term to about $e^{-28.5}$, which is still negligible. Both box sums equal the continuum average $0.0541384$, asserted within $10^{-6}$. This average exceeds $D_E^2$ by $3.8\%$, a bandwidth effect unrelated to normalisation: the Gaussian average adds $\frac12s^2\partial_E^2D_E^2$, and a local power law $\omega^{-p}$ estimates it as $p(p+1)s^2/2\omega^2=3.7\%$, where $p=-d\ln D_E^2/d\ln\omega=5-(\omega/k)\{4[\arctan k/k^2-1/(k+k^3)]+(2\pi/k^2)/(e^{2\pi/k}-1)\}=3.95$ follows from (\ref{DE}) for $Z=1$, $k=1.5$. For $s=0.015$, $\varrho s=0.1913$ and $q=0.4857$; on a level (\ref{theta}) gives $1+2(0.4857+0.0557+0.0015)=2.086$, as printed. Midway to the next level, at spacing $\Delta=0.07973$, the two neighbours dominate. With $D_n^2\approx\Delta D_E^2$ for each, the ratio is $2\Delta e^{-\Delta^2/8s^2}/(s\sqrt{2\pi})=0.124$, against the printed $0.125$. Time propagation of the $1s$ and box states through the pulse with $\tau=7.071$ gives $P=3.5527\times10^{-7}$, and (\ref{P}) gives $(\pi/6)\times10^{-6}\times7.071\sqrt\pi\times0.0541384=3.5527\times10^{-7}$. The program and its output follow this text.

\section{Comparison of estimate and exact result}

The $Z^{-4}$ scaling is exact, since (\ref{DE}) equals $Z^{-4}$ times a function of $\nu$. The box scaling $D_n^2\approx\pi kD_E^2/R$ holds with $R$ replaced by $\phi_k$, and is low by $2.7\%$ relative to the true $D_n^2$ in the small sphere.

The value $0.10$ at $\omega=1.625$ is twice the exact $0.052$, and at threshold the estimate $21$ exceeds $4.689$ ($\sigma=0.225\,a_0^2=6.30$ Mb for a fixed nucleus; with the electron--proton reduced mass $\mu$, $\sigma$ scales as $\mu^{-2}$ at fixed $\nu$ and rises by $0.11\%$, to $6.31$ Mb) by a factor 4.5. Two assumptions are at fault, and they do not always act in the same direction. First, the bound lines take much of the total $3/Z^2$. For hydrogen $u_{2p}=r^2e^{-r/2}/\sqrt{24}$, so $D_{2p}=(2/\sqrt{24})\cdot24/(3/2)^5$ and $D_{2p}^2=2^{15}/3^9\approx1.66$, more than half. Integration of (\ref{DE}) over $E$ leaves only $0.85$ for the continuum of hydrogen, which would give $B=7\times0.85\approx6.0$ in place of $21$. Second, the shape is flatter than assumed. With $B\approx6.0$ the $9/2$ law still lies above the exact value at threshold, but at $\omega=1.625$ it gives $0.030$, below the exact $0.052$; at that frequency the shape error partly offsets the error in the total strength. Near threshold $\nu\arctan(1/\nu)\approx1-k^2/3Z^2$ and $k^2/Z^2=\omega/\omega_0-1$, so the exponential rises locally as $\omega^{4/3}$, while $(Z^2+k^2)^{-5}=(2\omega)^{-5}$; the exponent is $p=11/3$. Between threshold and the example the mean exponent is $\ln(4.689/0.05215)/\ln3.25=3.8$. The slower fall lets the exact curve catch up with the estimate. For $\nu\to0$, $1-e^{-2\pi\nu}\to2\pi\nu$ and $D_E^2\to(128/\pi)Z^5/k^9$, which confirms $p=9/2$ and exceeds the estimate $21Z^5/k^9$ by a factor near 1.9. The approach is slow: $e^{-4\nu\arctan(1/\nu)}\approx1-2\pi\nu$ and $2\pi\nu/(1-e^{-2\pi\nu})\approx1+\pi\nu$ leave a relative correction $1-\pi Z/k$. The nonrelativistic dipole model itself ends when $\alpha k$ or $\alpha Z$ ceases to be small; for a fast electron the photon momentum $q=\alpha\omega$ enters through $Z^2+|\mathbf k-\mathbf q|^2$, and since $Z^2+k^2=2\omega$ its leading relative effect on the angular distribution is of order $\alpha k$. That term, proportional to $2\mathbf k\cdot\mathbf q/(Z^2+k^2)$, is odd in the cosine of the angle between $\mathbf k$ and $\mathbf q$ and cancels in the integral over directions, so the total rate changes only at order $(\alpha k)^2$.

With the length form $z$ of the dipole operator used here, the free wave gives the power but not the coefficient. As $\nu\to0$, $C_1\to1/3$ and $I\to8Z^{5/2}k^2/(Z^2+k^2)^3$, half of (\ref{I0}). In (\ref{J}) the free wave supplies $4\lambda$ and the Coulomb distortion of the final state supplies $-2\nu k=-2Z$. The free-wave term is proportional to the decay constant $\lambda=Z$ of the bound state, so it is first order in $Z/k$, the same order as the distortion, and in the length form of the dipole operator the plane wave overestimates the high-energy rate by a factor 4.

\section*{Table of computed values}
\begin{verbatim}
Z = 1 
k = 1.5 1/a0
nu = 0.6666667 
E = 1.125 Eh
omega = 1.625 Eh
photon energy = 44.2185 eV
E0 = 0.001 a.u.
C_1 = 0.8262123 
exp(-2 nu atan(1/nu)) = 0.2697144 
I closed form = 0.3505415 a0^1.5
I from ODE = 0.3505415 a0^1.5
D_k^2 from ODE = 0.07822743 a0^3
D_E^2 = 0.05215162 a0^2/Eh
|M|^2 along z, delta^3 = 0.002766729 a0^5
packet norm ratio, k = 1 
packet norm ratio, E = 1 
ratio, u_k misused in E packet = 1.413325 
W from k = 2.730652e-08 a.u.
W from E = 2.730652e-08 a.u.
W from delta^3 = 2.730652e-08 a.u.
R = 61.75012 a0
 level number = 30 
 int F^2 = 30.04337 a0
 phi_k = 60.08674 a0
 phi_k asymptotic = 60.09867 a0
 D_n^2 = 0.004090066 a0^2
 dn/dE = 12.7508 1/Eh
 rel. error of spacing density = 2.618333e-05 
 W from box = 2.730652e-08 a.u.
 rel. error with R/pi density = 0.02768286 
 box line sum = 0.05413838 a0^2/Eh
R = 120.1018 a0
 level number = 58 
 int F^2 = 59.07426 a0
 phi_k = 118.1485 a0
 phi_k asymptotic = 118.1547 a0
 D_n^2 = 0.002080083 a0^2
 dn/dE = 25.07189 1/Eh
 rel. error of spacing density = 4.152173e-06 
 W from box = 2.730652e-08 a.u.
 rel. error with R/pi density = 0.01653224 
 box line sum = 0.05413838 a0^2/Eh
line width s = 0.1 Eh
continuum line average = 0.05413838 a0^2/Eh
level spacing, small box = 0.07972885 Eh
narrow width = 0.015 Eh
narrow sum/D_E^2 on level = 2.085847 
narrow sum/D_E^2 between = 0.1245942 
tau = 7.071068 a.u.
P propagated = 3.552742e-07 
P formula = 3.552743e-07 
intensity = 3.509446e+10 W/cm^2
W = 1.128889e+09 1/s
sigma = 0.008138137 a0^2
sigma = 0.227891 Mb
threshold D_E^2 = 4.688804 a0^2/Eh
threshold sigma = 0.2251313 a0^2
threshold sigma = 6.304318 Mb
\end{verbatim}
